# Indium segregation with a fixed passed fraction: onset, tail and site limit

## 1. The form of the profile from symmetry

Composition is a pure number, and the only length in the problem is the thickness of one layer. Depth therefore enters as an integer layer number $n$, counted upwards in the growth direction. Suppose that every layer is grown under the same rule and that the rule is linear in the amount of indium. The final indium fraction $x_n$ of layer $n$ must then be a sum over the fractions $f_k$ that arrived with the layers $k$, with weights that depend on the difference $n-k$ alone:

$$x_n=\sum_{k\le n}K_{n-k}\,f_k .$$

The sum stops at $k=n$ because indium moves only upwards, into later layers.

Two further facts fix the weights. First, indium that is still mobile sits in the surface layer, and each new layer takes over a fixed fraction $R$ of it, with $0<R<1$. One more layer of separation therefore multiplies the weight by $R$, so $K_j=K_0R^j$. Second, no indium is lost, so the weights add up to one:

$$1=\sum_{j=0}^{\infty}K_0R^j=\frac{K_0}{1-R}\quad\Rightarrow\quad K_j=(1-R)R^j .$$

A geometric response is thus the one form compatible with linearity, equal layers, conservation and a fixed passed fraction. The size of $R$ is not determined by this argument and must be supplied.

## 2. Model and conventions

The crystal below layer 1 contains no indium. Layers $1$ to $N$ arrive with indium fraction $x_0$, the nominal composition; later layers arrive with none. Gallium fills the remaining cation sites. Fractions refer to the cation sites of one layer, and amounts are given in monolayers (ML), where 1 ML is one full layer of these sites.

When a layer is covered, a fraction $R$ of its indium changes places with gallium of the new layer. The exchange is one for one, so both layers stay full. What remains in the covered layer is buried for good. Desorption and exchange deeper than the top two layers are left out, and $R$ does not depend on composition or time. If the temperature, growth rate or surface conditions change during growth, the constancy of $R$ has to be established anew.

Let $t_n$ be the indium fraction of layer $n$ while it is the surface layer, after its exchange with the layer below. It consists of what arrived and what was passed up:

$$t_n=f_n+R\,t_{n-1},\qquad t_0=0. \tag{1}$$

When layer $n$ is covered in turn, it loses $R\,t_n$ and keeps

$$x_n=(1-R)\,t_n . \tag{2}$$

Equation (2) holds for covered layers. If growth stops at layer $n$, that layer keeps the larger fraction $t_n$.

## 3. Onset and tail

**During supply**, $f_n=x_0$. The recursion (1) has a fixed point $t^*$, the value that reproduces itself:

$$t^*=x_0+R\,t^*\quad\Rightarrow\quad t^*=\frac{x_0}{1-R}.$$

Subtracting the fixed-point equation from (1) removes $x_0$:

$$t_n-t^*=R\,(t_{n-1}-t^*).$$

Applying this $n$ times, down to $t_0=0$, gives $t_n-t^*=-R^n t^*$. Hence

$$t_n=\frac{x_0(1-R^n)}{1-R},\qquad x_n=x_0(1-R^n),\qquad 1\le n\le N. \tag{3}$$

The shortfall from nominal, $x_0-x_n=x_0R^n$, shrinks by the factor $R$ with each layer. The first layer keeps only $(1-R)x_0$, because no surface indium was there to replace what it gives up.

**After shutoff**, $f_n=0$ and (1) becomes $t_n=R\,t_{n-1}$. Starting from $t_N$, this gives $t_n=R^{\,n-N}t_N$. Multiplying by $1-R$ and inserting (3) for $t_N$,

$$x_n=x_0(1-R^N)\,R^{\,n-N},\qquad n>N. \tag{4}$$

At $n=N$ equation (4) agrees with (3), so the profile of the covered layers has a single peak, at layer $N$, of height $x_0(1-R^N)$. The peak lies below $x_0$ for every finite $N$.

Writing $R^{\,n-N}=e^{-(n-N)/L}$ defines the decay length in layers,

$$L=-\frac{1}{\ln R}. \tag{5}$$

The same $L$ governs the onset and the tail. To come within a relative distance $\varepsilon$ of nominal, one needs $R^n\le\varepsilon$, or $n\ln R\le\ln\varepsilon$. Division by the negative number $\ln R$ reverses the inequality:

$$n\ge\frac{\ln\varepsilon}{\ln R}. \tag{6}$$

**Limits.** For $R\to0$ the profile becomes the abrupt one that was supplied. For $R\to1$ at fixed $N$, the expansion $1-R^N\approx N(1-R)$ gives a peak of height $N x_0(1-R)$, which tends to zero: nearly all the indium rides on the surface, in the amount $t_N\to N x_0$. This limit requires $N x_0\le1$, since a layer holds at most 1 ML (Section 5). With $\delta=1-R$ small,

$$-\ln(1-\delta)=\delta+\tfrac12\delta^2+\dots\quad\Rightarrow\quad L=\frac1\delta-\frac12+O(\delta),$$

so the decay length grows as the inverse of the fraction left behind.

## 4. Where the indium goes

The indium in the tail is the sum of (4) over all later layers. With $m=n-N$,

$$\sum_{n>N}x_n=x_0(1-R^N)\sum_{m=1}^{\infty}R^m=\frac{x_0R(1-R^N)}{1-R}=R\,t_N. \tag{7}$$

The indium missing from the first $N$ layers is

$$\sum_{n=1}^{N}(x_0-x_n)=x_0\sum_{n=1}^{N}R^n=\frac{x_0R(1-R^N)}{1-R},$$

which is the same amount. The total is therefore $N x_0$, as supplied.

If the exchanged atoms are chosen at random, whatever layer they arrived with, $K_j$ is also the probability that an atom ends $j$ layers above its arrival layer: it is passed on $j$ times and then left behind. The profile itself does not need this extra assumption.

The mean and variance follow from derivatives of $\sum_j R^j=(1-R)^{-1}$ with respect to $R$:

$$\sum_j jR^{j-1}=\frac{1}{(1-R)^2},\qquad \sum_j j(j-1)R^{j-2}=\frac{2}{(1-R)^3}.$$

Multiplying the first by $(1-R)R$ and the second by $(1-R)R^2$,

$$\langle j\rangle=\frac{R}{1-R},\qquad \langle j(j-1)\rangle=\frac{2R^2}{(1-R)^2}.$$

The variance is $\langle j(j-1)\rangle+\langle j\rangle-\langle j\rangle^2$, hence

$$\mathrm{var}(j)=\frac{2R^2+R(1-R)-R^2}{(1-R)^2}=\frac{R}{(1-R)^2}. \tag{8}$$

The arrival layers $1,\dots,N$ have mean $(N+1)/2$, so the centroid of the final profile is

$$\bar n=\frac{N+1}{2}+\frac{R}{1-R}. \tag{9}$$

The mean shift $R/(1-R)=1/\delta-1$ is not the decay length. For small $\delta$ the two differ by about half a layer. A continuous exponential distribution $e^{-s/L}/L$ has mean $L$. Its weight between $s=j$ and $s=j+1$ is $e^{-j/L}(1-e^{-1/L})=R^j(1-R)=K_j$, so the shift $j$ is $s$ rounded down to a whole number. When $L$ is large, rounding down lowers the mean by about one half.

## 5. The site limit

A surface layer cannot hold more than 1 ML of indium. Seen from the exchange, the new layer brings $1-f_n$ of gallium, and the amount $R\,t_{n-1}$ can be passed up only if

$$R\,t_{n-1}\le 1-f_n\quad\Longleftrightarrow\quad t_n\le1 .$$

Since $t_n$ rises up to layer $N$ and falls afterwards, the condition for (3) and (4) is

$$t_N=\frac{x_0(1-R^N)}{1-R}\le1. \tag{10}$$

For supply of any duration this requires $x_0\le1-R$. If $x_0>1-R$, the fixed fraction can be kept only for a limited number of layers. Rearranging (10) gives $R^N\ge1-(1-R)/x_0$, and taking logarithms,

$$N\le\frac{\ln\left[1-(1-R)/x_0\right]}{\ln R}.$$

Beyond this limit a further assumption is needed. The simplest is that the exchange uses all the gallium available. Then $t_n=1$, and the covered layer keeps

$$x_{n-1}=t_{n-1}-(1-x_0). \tag{11}$$

Once the surface is full, $t_{n-1}=1$ and (11) gives $x_{n-1}=x_0$: the buried composition equals the nominal one exactly after a finite number of layers, whereas (3) only approaches it. This needs at least one more supplied layer on top of a full surface layer; if the surface first fills at layer $N$, no layer reaches $x_0$. The passed fraction has dropped from $R$ to $1-x_0$.

After shutoff the new layers bring enough gallium again and the fraction $R$ is restored. The last supplied layer then keeps $x_N=1-R$, which is below $x_0$ in this regime, and the tail is $(1-R)R^{\,n-N}$. The tail stays geometric, but its height no longer depends on $x_0$.

## 6. Implementation for any supply sequence

Start with $t=0$. For each new layer with arriving fraction $f$, carry out in this order:

1. Compute the passed amount $a=\min(R\,t,\,1-f)$.
2. Store $t-a$ as the final composition of the layer just covered.
3. Set $t=f+a$ for the new surface layer.

If $R\,t>1-f$ occurs, the result rests on the capped rule of Section 5 and should be flagged. The value stored for the indium-free crystal in the first pass is zero and can be dropped. After the last layer, store $t$ as its composition, since no further layer covers it.

The inverse problem asks which supply produces a wanted profile. From (2), $t_n=x_n/(1-R)$; inserting this in (1) gives

$$f_n=\frac{x_n-R\,x_{n-1}}{1-R}. \tag{12}$$

Equation (12) rests on (2), so it applies while the site limit holds, $x_n\le1-R$ for every $n$, and the supply can be realised only where $f_n\ge0$. For $n=1$ the term $x_{n-1}$ stands for the indium-free crystal below and is zero; it is not the nominal composition $x_0$. For a rectangular profile of height $x_0$, the first layer therefore needs $f_1=x_0/(1-R)$, and the layers $2$ to $N$ need $f_n=x_0$. The enriched first layer puts the recursion at its fixed point at once, so the onset disappears. It is feasible if $x_0\le1-R$.

At the upper edge, (12) demands $f_{N+1}=-Rx_0/(1-R)$. A negative supply means removing indium from the surface, which no choice of arriving fractions can do. Within this model the tail therefore remains, now as $x_0R^{\,n-N}$.

To obtain $R$ from a layer-resolved profile, use the ratio $x_{n+1}/x_n=R$ for $n\ge N$, with both layers covered. An uncovered top layer keeps $t_n$ and must be left out. The onset gives a separate value, $R=1-x_1/x_0$, provided that the second layer respects the site limit, $x_0(1+R)\le1$. Disagreement between the two, beyond the measuring error, shows that at least one assumption of Section 2 fails. Finite depth resolution counts as such an error and is systematic near the peak: a Gaussian blur with a standard deviation of one layer turns $x_{11}/x_{10}=0.80$ of Section 7 into 0.87, while ratios further out in the tail, such as $x_{21}/x_{20}$, stay at $R$. For $R$ close to 1 the decay length reacts strongly to $R$, as differentiating (5) shows:

$$\frac{dL}{dR}=\frac{1}{R(\ln R)^2}=\frac{L^2}{R}.$$

## 7. Worked example

The parameters are round model values: $x_0=0.15$, $R=0.80$, $N=10$. The site limit is respected for any duration, since $x_0/(1-R)=0.15/0.20=0.75$ ML. This makes the bookkeeping possible but does not guarantee a constant $R$. If indium can exchange only with a gallium atom directly above it, the passed amount is $R\,t\,(1-f)$; the first layer then keeps $0.32\,x_0$ instead of $0.20\,x_0$, and the tail holds about 25% of the indium instead of 36%. For $x_0=0.01$ the same local rule gives 35%, so such blocking fades only in the dilute limit.

**Profile.** The first layer keeps $0.20\times0.15=0.030$, one fifth of nominal. The peak, at layer 10, is $0.8926\times0.15=0.134$. The first layer after shutoff still contains $0.80\times0.134=0.107$.

| Layer | $x_n$ | Surface $t_n$ (ML) |
|---|---|---|
| 1 | 0.030 | 0.150 |
| 5 | 0.101 | 0.504 |
| 10 | 0.134 | 0.669 |
| 11 | 0.107 | 0.536 |
| 15 | 0.044 | 0.219 |
| 20 | 0.014 | 0.072 |

The decay length is 4.48 layers. Since $L^2/R=4.48^2/0.80\approx25$, an error of 0.01 in $R$ shifts $L$ by about 0.25 layer, or 6% of its value. Equation (6) gives 10.3 layers for 90% of nominal, so layer 11 would be the first to reach it. The supply ends one layer earlier, at 89%.

**Balance.** Of the $10\times0.15=1.50$ ML supplied, the tail holds $0.80\times0.6695=0.536$ ML, or 36%. The first ten layers hold the other 0.964 ML. The centroid moves from layer 5.5 to $5.5+0.80/0.20=9.5$, almost to the layer where the supply ends.

**Test with single atoms.** Random exchange of individual atoms on layers of 200,000 sites was compared with the formulas for the profile, the surface content and the upward shift. The simulated mean shift is 3.997 layers against 4, and the variance 19.98 against 20. The decay length fitted to layers 11 to 25 is 4.447, which is 0.8% below the formula. Layer 25 contains roughly 940 indium atoms, so its count scatters by about $1/\sqrt{940}\approx3\%$. Carried through the fit over all 15 layers, the counting scatter gives a standard deviation of about 0.6% in the decay length, so the deviation is about 1.4 standard deviations and consistent with sampling noise. The simulation imposes the fraction $R$ and lets a leaving indium atom take any gallium site of the new layer. It therefore tests the bookkeeping and the statistics, not the assumption that $R$ is constant.

**Enriched start.** An arriving fraction of 0.75 in layer 1 brings all ten layers to 0.150. The price is $0.75-0.15=0.60$ ML of extra indium, and layer 11 rises from 0.107 to 0.120.

**Beyond the site limit.** With $x_0=0.30$ and the same $R$ and $N$, the formula would put 1.008 ML into surface layer 5, which is impossible. The gallium arriving with layer 5 is 0.70 ML, while the fixed fraction asks for $0.80\times0.8856=0.708$ ML. Layer 4 therefore keeps $0.8856-0.70=0.186$ instead of 0.177. The buried profile departs from (3) one layer before the surface would overflow, because layer 4 receives its final composition while layer 5 is growing. Under the capped rule layer 5 is already at the nominal 0.300, where the fixed-fraction formula would give 0.202.

The numerical output lists the profiles of both cases for further layers.

## Values computed for the example and the checks

```
arriving indium fraction x0 = 0.15
passed fraction R = 0.80
layers supplied with indium N = 10
sites per layer in atom simulation = 200000
layer | x_n formula | x_n atoms | surface t_n (ML)
  1 | 0.03000 | 0.03042 | 0.15000
  2 | 0.05400 | 0.05386 | 0.27000
  3 | 0.07320 | 0.07300 | 0.36600
  4 | 0.08856 | 0.08786 | 0.44280
  5 | 0.10085 | 0.10085 | 0.50424
  8 | 0.12483 | 0.12557 | 0.62417
 10 | 0.13389 | 0.13309 | 0.66947
 11 | 0.10712 | 0.10665 | 0.53558
 12 | 0.08569 | 0.08641 | 0.42846
 15 | 0.04387 | 0.04364 | 0.21937
 20 | 0.01438 | 0.01472 | 0.07188
 30 | 0.00154 | 0.00165 | 0.00772
surface limit x0/(1-R) = 0.7500 ML
peak / nominal = 0.8926
decay length = 4.481 layers
decay length fitted to atoms = 4.447 layers
total indium = 1.5000 ML
indium in tail = 0.5356 ML
indium in first N layers = 0.9644 ML
tail share of total = 35.71 %
mean upward shift, formula = 4.000 layers
mean upward shift, atoms = 3.997 layers
shift variance, formula = 20.00 layers^2
shift variance, atoms = 19.98 layers^2
centroid without segregation = 5.50 (layer number)
centroid with segregation = 9.50 (layer number)
ln(0.1)/ln(R) = 10.319 layers
first layer at 90 % of nominal = 11
enriched first layer, arriving fraction = 0.7500
enriched start: x_1 = 0.1500, x_N = 0.1500, x_(N+1) = 0.1200
site-limit case: x0 = 0.30, R = 0.80, N = 10
formula surface first exceeds 1 ML at layer 5
buried profile first departs at layer 4
layer | fixed-R x_n | capped x_n | fixed-R t_n | capped t_n (ML)
  3 | 0.14640 | 0.14640 | 0.73200 | 0.73200
  4 | 0.17712 | 0.18560 | 0.88560 | 0.88560
  5 | 0.20170 | 0.30000 | 1.00848 | 1.00000
  6 | 0.22136 | 0.30000 | 1.10678 | 1.00000
```
